# The Levy–Perdew virial relations from coordinate scaling

For a finite system of Coulomb electrons with ground-state density $n(\mathbf r)$, the exact exchange and correlation potentials $v_x=\delta E_x/\delta n$ and $v_c=\delta E_c/\delta n$ obey

$$E_x=-\int n\,\mathbf r\cdot\nabla v_x\,d^3r,\qquad E_c+T_c=-\int n\,\mathbf r\cdot\nabla v_c\,d^3r ,$$

where $T_c=T-T_s$ is the correlation part of the kinetic energy. Both right sides are the slope at $\gamma=1$ of an energy along the scaled densities $n_\gamma(\mathbf r)=\gamma^3n(\gamma\mathbf r)$. The derivation below assumes that $n$ is a nondegenerate ground-state density of the Kohn–Sham system and, for the correlation relation, of the interacting system too, that $r^3nv\to0$ at infinity, and that the potential is a functional derivative. The algebra is in atomic units and the numbers are in eV and Å.

## 1. The Hartree energy and two electrons

Let $U[n]=\tfrac12\iint n(\mathbf r)n(\mathbf r')/|\mathbf r-\mathbf r'|$ and $v_H=\delta U/\delta n=\int n(\mathbf r')/|\mathbf r-\mathbf r'|\,d^3r'$. Since $\nabla|\mathbf r-\mathbf r'|^{-1}=-(\mathbf r-\mathbf r')/|\mathbf r-\mathbf r'|^3$,

$$-\int n\,\mathbf r\cdot\nabla v_H=\iint nn'\,\frac{\mathbf r\cdot(\mathbf r-\mathbf r')}{|\mathbf r-\mathbf r'|^3}.$$

Renaming $\mathbf r\leftrightarrow\mathbf r'$ turns the numerator into $-\mathbf r'\cdot(\mathbf r-\mathbf r')$. The average of the two numerators is $\tfrac12|\mathbf r-\mathbf r'|^2$, so

$$U=-\int n\,\mathbf r\cdot\nabla v_H\,d^3r. \tag{1}$$

In a two-electron singlet the Kohn–Sham determinant $\Phi$ has one spatial orbital $\varphi=\sqrt{n/2}$. With $J=\iint\varphi^2\varphi'^2/|\mathbf r-\mathbf r'|$, the repulsion is $\langle\Phi|\hat W|\Phi\rangle=J$, while $n=2\varphi^2$ gives $U=\tfrac12\cdot4J=2J$. Exchange is defined by $E_x=\langle\Phi|\hat W|\Phi\rangle-U$, so $E_x=-U/2$ for every such density and $v_x=-v_H/2$. Multiplying (1) by $-\tfrac12$ gives the exchange relation for two electrons.

**A solvable case.** Hooke's atom has two Coulomb electrons in $v=\tfrac12\omega^2r^2$. With $\mathbf R=(\mathbf r_1+\mathbf r_2)/2$ and $\mathbf s=\mathbf r_1-\mathbf r_2$ one has $r_1^2+r_2^2=2R^2+s^2/2$ and $\nabla_1^2+\nabla_2^2=\tfrac12\nabla_R^2+2\nabla_s^2$, so

$$\hat H=\Big[-\tfrac14\nabla_R^2+\omega^2R^2\Big]+\Big[-\nabla_s^2+\tfrac14\omega^2s^2+\frac1s\Big].$$

The first bracket is an oscillator of mass 2 and frequency $\omega$, with energy $3\omega/2$, kinetic energy $3\omega/4$ and probability density $(\beta/\pi)^{3/2}e^{-\beta R^2}$, $\beta=2\omega$. For $\omega=\tfrac12$ try $u=s\phi=p\,e^{-s^2/8}$ with $p=s+s^2/2$. Then $u''=[p''-\tfrac s2p'+(\tfrac{s^2}{16}-\tfrac14)p]e^{-s^2/8}$, and with $p'=1+s$, $p''=1$,

$$-u''+\frac{s^2}{16}u+\frac us=\Big[-1+\frac s2+\frac{s^2}2+\frac s4+\frac{s^2}8+1+\frac s2\Big]e^{-s^2/8}=\tfrac54\,u .$$

The function has no node, so it is the ground state, and $E=\tfrac34+\tfrac54=4\omega$: $\hbar\omega=13.60569$ eV, $E=54.42277$ eV. Since $\mathbf R=\mathbf r_1-\mathbf s/2$, and the angular average of $e^{\beta rs\cos\theta}$ is $\sinh(\beta rs)/(\beta rs)$,

$$n(r)=2\Big(\frac\beta\pi\Big)^{3/2}\!\int_0^\infty\!4\pi s^2|\phi(s)|^2\,e^{-\beta(r^2+s^2/4)}\,\frac{\sinh\beta rs}{\beta rs}\,ds .$$

The radial equations and integrals here and in entry 3 were handled in a sinc basis on a uniform grid in $\ln r$. The rms radius per electron is 0.9974 Å and $U=28.03454$ eV, so $E_x=-14.01727$ eV ($-0.515125$ hartree). Gauss's law gives $v_H'=-Q(r)/r^2$ with $Q$ the enclosed electron number, hence $r\,v_x'=Q/2r$, and quadrature of $-\int n\,Q/(2r)\,d^3r$ gives $-14.01727$ eV.

## 2. Scaling and the chain rule

The proof of (1) used the explicit kernel. The property behind it is homogeneity. For $N$ electrons define $\Psi_\gamma(\mathbf r_1,\dots,\mathbf r_N)=\gamma^{3N/2}\Psi(\gamma\mathbf r_1,\dots,\gamma\mathbf r_N)$ with $\gamma>0$ and spin labels untouched; $\gamma>1$ compresses. Substitute $\mathbf u_i=\gamma\mathbf r_i$, $d^3r_i=\gamma^{-3}d^3u_i$.

- Norm: $\gamma^{3N}\gamma^{-3N}=1$.
- Density: $N-1$ coordinates are integrated, leaving $\gamma^{3N}\gamma^{-3(N-1)}n(\gamma\mathbf r)=n_\gamma(\mathbf r)$.
- Kinetic energy: $\nabla_{r}^2=\gamma^2\nabla_u^2$, so $\langle\hat T\rangle\to\gamma^2\langle\hat T\rangle$.
- Repulsion: $1/r_{ij}=\gamma/u_{ij}$, so $\langle\hat W\rangle\to\gamma\langle\hat W\rangle$, and likewise $U[n_\gamma]=\gamma U[n]$.

The tangent to the path of densities is

$$\frac{\partial n_\gamma}{\partial\gamma}\Big|_1=3n+\mathbf r\cdot\nabla n=\nabla\cdot(\mathbf r\,n),$$

because $\nabla\cdot\mathbf r=3$. For a functional $G[n]$ with derivative $g=\delta G/\delta n$, the chain rule and the identity $g\nabla\cdot(\mathbf rn)=\nabla\cdot(g\,\mathbf rn)-n\,\mathbf r\cdot\nabla g$ give

$$\frac{dG[n_\gamma]}{d\gamma}\Big|_1=\int g\,(3n+\mathbf r\cdot\nabla n)\,d^3r=-\int n\,\mathbf r\cdot\nabla g\,d^3r. \tag{2}$$

The dropped surface term $\oint g\,n\,\mathbf r\cdot d\mathbf S$ vanishes when $r^3ng\to0$. At fixed $N$ the derivative $g$ is defined only up to a constant. The constant is absent from the last form of (2), and it drops out of the middle form because $\int\nabla\cdot(\mathbf rn)=0$. Taking $G=U$, with slope $U$, returns (1).

## 3. Exchange for any number of electrons

Define $T_s[n]=\min_{\Phi\to n}\langle\Phi|\hat T|\Phi\rangle$ over determinants, with a unique minimiser $\Phi[n]$. The map $\Phi\mapsto\Phi_\gamma$ takes determinants yielding $n$ one-to-one onto determinants yielding $n_\gamma$, its inverse being scaling by $1/\gamma$. It multiplies every value of $\langle\hat T\rangle$ by the same positive $\gamma^2$, so the minimiser maps onto the minimiser: $\Phi[n_\gamma]=\Phi[n]_\gamma$. Therefore

$$T_s[n_\gamma]=\gamma^2T_s[n],\qquad E_x[n_\gamma]=\gamma\langle\Phi|\hat W|\Phi\rangle-\gamma U=\gamma E_x[n]. \tag{3}$$

The slope of $E_x[n_\gamma]$ is $E_x$, and (2) with $G=E_x$ gives

$$E_x=-\int n\,\mathbf r\cdot\nabla v_x\,d^3r. \tag{4}$$

For $N>2$, $E_x$ is explicit in the orbitals only. Its derivative is the optimized effective potential (OEP), defined by $\delta E_x=\int v_x\,\delta n$ for the changes caused by every small $\delta v_s$. Scaling is such a change. If $(-\tfrac12\nabla^2+v_s)\varphi=\varepsilon\varphi$, then $[-\tfrac12\nabla_r^2+\gamma^2v_s(\gamma\mathbf r)]\varphi_\gamma=\gamma^2\varepsilon\,\varphi_\gamma$, since both terms on the left carry $\gamma^2$ in the variable $\mathbf u$. The perturbation $\delta v_s=(2v_s+\mathbf r\cdot\nabla v_s)\,\delta\gamma$ thus produces $\delta n=\nabla\cdot(\mathbf rn)\,\delta\gamma$ and $\delta E_x=E_x\,\delta\gamma$, and (4) is the OEP condition for this one perturbation.

**Four electrons.** Take the model $v_s=-(1+3e^{-r/a})/r$ with $a=0.25$ Å. The levels 1s, 2s, 2p lie at $-97.547$, $-6.677$, $-3.772$ eV, so $1s^22s^2$ is the nondegenerate ground state. With $V_{ij}(\mathbf r)=\int\varphi_i\varphi_j/|\mathbf r-\mathbf r'|\,d^3r'$, each spin contributes $-\tfrac12\sum_{ij}\int\varphi_i\varphi_jV_{ij}$, so $E_x=-\sum_{ij}\int\varphi_i\varphi_jV_{ij}=-69.087$ eV. Solving again in $\gamma^2v_s(\gamma r)$ with $\gamma=1.3$ multiplies $E_x$ by 1.300000 and $T_s$ by 1.690000, as (3) requires. For the OEP, write $v_x=-v_H/4+\sum_kb_ke^{-\alpha_kr}$ with exponents in geometric progression, and fix $b_k$ by imposing the condition for each $\delta v_s=e^{-\alpha_kr}$. First-order perturbation theory gives $\delta\varphi_i$, then $\delta n=4\sum_i\varphi_i\delta\varphi_i$ and $\delta E_x=-4\sum_{ij}\int\delta\varphi_i\varphi_jV_{ij}$, the last factor counting four equivalent orbital slots. The scaling perturbation here is $-(1+3e^{-r/a})/r+3e^{-r/a}/a$, which is singular at the origin and is not one of the imposed perturbations. With 14 exponents, $\alpha_k=0.2\times1.6^k$ bohr$^{-1}$ for $k=0,\dots,13$, the right side of (4) comes out as $-69.087$ eV. The first 10 of them give $-69.070$ eV and the first 6 give $-69.870$ eV, and other progressions of similar size shift the value by a few meV. The OEP condition is linear in $\delta v_s$, and $1/r=\int_0^\infty e^{-\alpha r}d\alpha$ can be approximated by a sum of exponentials, so (4) holds by construction to the extent that the basis represents this perturbation; the agreement checks consistency and does not measure the accuracy of $v_x$.

The Slater potential $v_S=-\sum_{ij}\varphi_i\varphi_jV_{ij}/\sum_i\varphi_i^2$ satisfies $\tfrac12\int nv_S=E_x$ but is not $\delta E_x/\delta n$. In the middle form of (2) it gives $-76.922$ eV, a ratio $76.922/69.087=1.113$ to $E_x$. Two limits frame this number. For one orbital $v_S=-V_{11}=-v_H/2=v_x$ and the ratio is 1. In the local approximation of entry 7, $v_S=2\varepsilon_x=\tfrac32v_x$ and the ratio is $\tfrac32$. The model falls between them; that other shell systems do so too is a conjecture.

## 4. Correlation

Let $F[n]=\min_{\Psi\to n}\langle\Psi|\hat T+\hat W|\Psi\rangle=T+W$, with $T$ and $W$ taken in the minimiser. Define $T_c=T-T_s$, $U_c=W-U-E_x$ and $E_c=T_c+U_c$, so that $F=T_s+U+E_x+E_c$. The argument of entry 3 fails: scaling turns $T+W$ into $\gamma^2T+\gamma W$, which reweights the two terms, so $\Psi[n]_\gamma$ minimises $\langle\hat T+\gamma\hat W\rangle=\gamma^2(T+W)$ at $n_\gamma$ (entry 6), and need not minimise $\langle\hat T+\hat W\rangle$. The slope at $\gamma=1$ is still available from two bounds.

Upper bound: $\Psi[n]_\gamma$ yields $n_\gamma$ and is an allowed trial function, so $F[n_\gamma]\le B_+(\gamma)=\gamma^2T+\gamma W$.

Lower bound: let $n$ be the ground-state density of $v$, with energy $E_0$. Any $\Psi\to n_\gamma$ has $\langle\hat T+\hat W\rangle+\int vn_\gamma\ge E_0$, so $F[n_\gamma]\ge B_-(\gamma)=E_0-\int n(\mathbf u)\,v(\mathbf u/\gamma)\,d^3u$. The scaled density need not be a ground-state density for this.

At $\gamma=1$ both bounds equal $T+W$. Their slopes are $B_+'(1)=2T+W$ and, from $\partial_\gamma v(\mathbf u/\gamma)|_1=-\mathbf u\cdot\nabla v$, $B_-'(1)=\int n\,\mathbf r\cdot\nabla v$, assumed finite. The difference $B_+-B_-$ is nonnegative, differentiable and zero at $\gamma=1$, so its derivative vanishes there:

$$2T+W=\int n\,\mathbf r\cdot\nabla v\,d^3r. \tag{5}$$

This is the virial theorem. The quotient $(F[n_\gamma]-F[n])/(\gamma-1)$ lies between the quotients of $B_-$ and $B_+$, which have the same limit, so $dF[n_\gamma]/d\gamma|_1$ exists and equals $2T+W$. Subtracting the slopes $2T_s$, $U$ and $E_x$,

$$\frac{dE_c[n_\gamma]}{d\gamma}\Big|_1=2(T-T_s)+(W-U-E_x)=2T_c+U_c=E_c+T_c. \tag{6}$$

Equation (2) with $G=E_c$ then gives

$$E_c+T_c=-\int n\,\mathbf r\cdot\nabla v_c\,d^3r. \tag{7}$$

The last step can be made with the potentials alone. Stationarity of $F+\int vn$ and of $T_s+\int v_sn$ at fixed $N$ gives $\delta F/\delta n=-v$ and $\delta T_s/\delta n=-v_s$ up to constants, so $v_c=v_s-v-v_H-v_x$. The argument for (5) with $\hat W=0$ gives $2T_s=\int n\,\mathbf r\cdot\nabla v_s$. Then (5), (1) and (4) yield

$$-\int n\,\mathbf r\cdot\nabla v_c=-2T_s+(2T+W)-U-E_x=2T_c+U_c .$$

So (7) is the interacting virial theorem minus the Kohn–Sham one. Correlation energy contains a kinetic part, which scaling counts twice, and a potential part, which it counts once; the extra $T_c$ is that double count.

**Hooke's atom.** The wavefunction gives $T=\tfrac34\omega+\langle\phi|-\nabla_s^2|\phi\rangle=18.07972$ eV and $W=\langle1/s\rangle=12.17555$ eV. The density gives $V=\int vn=24.16750$ eV and $T_s=2\cdot\tfrac12\int|\nabla\sqrt{n/2}|^2=\int|\nabla n|^2/8n=17.28591$ eV. Then

- $T_c=18.07972-17.28591=0.79381$ eV,
- $U_c=12.17555-28.03454+14.01727=-1.84172$ eV,
- $E_c=0.79381-1.84172=-1.04791$ eV,
- $E_c+T_c=-0.25410$ eV ($-0.009338$ hartree).

For the harmonic trap $B_-=E-V/\gamma^2$ with slope $2V=48.33500$ eV, and $2T+W=48.33500$ eV before rounding of the terms. At $\gamma=1.1$ the bounds are $54.42277-24.16750/1.21=34.4496$ eV and $1.21\times18.07972+1.1\times12.17555=35.2696$ eV; $F[n_{1.1}]$ lies between them and is not computed here. The lower bound is loose: the same argument holds with any external potential, and a trap matched to the compressed density gives a higher one. The two bounds above are chosen because they touch at $\gamma=1$.

The orbital equation for $\sqrt{n/2}$ inverts to $v_s=\varepsilon+\nabla^2\sqrt n/(2\sqrt n)=\varepsilon+\nabla^2n/4n-|\nabla n|^2/8n^2$, with the derivatives of $n$ taken analytically under the integral over $s$. With $v_c=v_s-v-v_H/2$, differentiated by a spline in $\ln r$, the right side of (7) is $-0.25410$ eV. It is the remainder of large terms, $-2T_s+2V-U/2=-34.57182+48.33500-14.01727=-0.25409$ eV in rounded arithmetic, which is why five decimals are carried.

That this $v_c$ is the derivative of $E_c$ can be seen along a second path. Solving the relative equation numerically at neighbouring $\omega$ and taking central differences gives $dE_c/d(\hbar\omega)=-0.009300$ from the energies and $\int v_c\,\partial n/\partial(\hbar\omega)=-0.009300$ from the potential. This is close to the value of $E_c+T_c$ in hartree. If $n_\omega$ scaled as it does without interaction, $\gamma\propto\omega^{1/2}$, the derivative would be $(E_c+T_c)/2\omega$, which at $\omega=\tfrac12$ is $-0.009338$. The repulsion changes both the size and the shape of $n_\omega$ relative to this path, so the two numbers need not agree, and their closeness at $\omega=\tfrac12$ is not general: the ratio of $dE_c/d\omega$ to $(E_c+T_c)/2\omega$ is 1.12 at $\omega=0.01$, 0.996 at $\omega=\tfrac12$ and 0.95 at $\omega=100$ (atomic units), so it passes through 1 near this frequency.

## 5. A model in which the scaled density stays solvable

For Hooke's atom $E_c[n_\gamma]$ itself is not available in closed form and is not computed here. If the interaction scales as $\langle\hat W\rangle\to\gamma^p\langle\hat W\rangle$, entry 4 goes through with $B_+=\gamma^2T+\gamma^pW$, and $U$, $E_x$ scale as $\gamma^p$, so (6) becomes $dE_c/d\gamma=2T_c+pU_c$. The Moshinsky model replaces $1/s$ by $\tfrac12ks^2$, with $p=-2$.

The relative Hamiltonian $-\nabla_s^2+(\tfrac14\omega^2+\tfrac12k)s^2$ is an oscillator of mass $\tfrac12$ and frequency $\Omega=\sqrt{\omega^2+2k}$, so $\langle s^2\rangle=3/\Omega$, while $\langle R^2\rangle=3/4\omega$. As $\mathbf r_1=\mathbf R+\mathbf s/2$ is a sum of independent Gaussian variables, $n$ is Gaussian with $\langle r^2\rangle=\tfrac34(1/\omega+1/\Omega)$. It equals the density of two free electrons in $v_s=\tfrac12\omega_s^2r^2$, for which $\langle r^2\rangle=3/2\omega_s$, when $2/\omega_s=1/\omega+1/\Omega$. Scaling sends $\omega_s\to\gamma^2\omega_s$, and the result is the ground-state density for another $\omega$ at the same $k$.

The energies are $T=\tfrac34(\omega+\Omega)$, $W=3k/2\Omega$, $T_s=\tfrac32\omega_s$ and $U+E_x=\tfrac12k\cdot2\langle r^2\rangle=3k/2\omega_s$. Put $\omega_s/\omega=1+\eta$, $\omega_s/\Omega=1-\eta$, $y=\eta^2$. Then $2k=\Omega^2-\omega^2=4\omega_s^2\eta/(1-y)^2$ and $\omega+\Omega=2\omega_s/(1-y)$, so

$$T_c=\tfrac32\omega_s\frac{y}{1-y},\qquad U_c=\frac{3k}{2\omega_s}\big[(1-\eta)-1\big]=-3\omega_s\frac{y}{(1-y)^2}.$$

Write $E_c=\omega_s\,e(y)$. Differentiation gives $e'=\tfrac32(1-y)^{-2}-3(1+y)(1-y)^{-3}=-\tfrac32(1+3y)/(1-y)^3$. Fixed $k$ means $2\ln\omega_s+\tfrac12\ln y-2\ln(1-y)$ is constant; with $d\ln\omega_s/d\gamma=2$ this gives $4+\dot y\,(1+3y)/[2y(1-y)]=0$, or $\dot y=-8y(1-y)/(1+3y)$. Hence

$$\frac{dE_c}{d\gamma}=2E_c+\omega_se'\dot y=2T_c+2U_c+\frac{12\,\omega_sy}{(1-y)^2}=2T_c-2U_c=\omega_s\frac{9y-3y^2}{(1-y)^2}.$$

On the potential side, $v_H=\int n'\,\tfrac12k|\mathbf r-\mathbf r'|^2=kr^2+$ const, $v_x=-v_H/2$, and $v_c=\tfrac12(\omega_s^2-\omega^2-k)r^2$. Using $\omega^2+k=\omega_s^2[(1-\eta)^2+2\eta]/(1-y)^2=\omega_s^2(1+y)/(1-y)^2$ and $\int nr^2=3/\omega_s$,

$$-\int n\,\mathbf r\cdot\nabla v_c=3\omega_s\Big[\frac{1+y}{(1-y)^2}-1\Big]=\omega_s\frac{9y-3y^2}{(1-y)^2},$$

the same expression. For $\hbar\omega=\hbar\sqrt{k/m}=10.0$ eV, $\Omega=\sqrt3\,\omega$ and $\omega_s=(3-\sqrt3)\,\omega$, so $\hbar\omega_s=12.679$ eV, $T_c=1.471$ eV, $U_c=-3.170$ eV and the slope is $2(1.471+3.170)=9.282$ eV. At $\gamma=1.2$, solving for the new $\omega$ by root finding, the scaled wavefunction lies 0.520 eV above $F[n_\gamma]$: the upper bound is strict away from $\gamma=1$. For small $k$, $\eta\approx k/2\omega_s^2$ and $T_c\approx-E_c\approx3k^2/8\omega_s^3\propto\gamma^{-6}$, with slope $-6E_c$, matching $2T_c-2U_c=-2E_c-4E_c$.

## 6. High- and low-density limits for Coulomb electrons

Let $F^\lambda[n]=\min_{\Psi\to n}\langle\hat T+\lambda\hat W\rangle$. Under the one-to-one map of entry 3, $\langle\Psi_\gamma|\hat T+\hat W|\Psi_\gamma\rangle=\gamma^2\langle\Psi|\hat T+\gamma^{-1}\hat W|\Psi\rangle$, so $F[n_\gamma]=\gamma^2F^{1/\gamma}[n]$. With $E_c^\lambda=F^\lambda-T_s-\lambda(U+E_x)$ and (3), this reads $E_c[n_\gamma]=\gamma^2E_c^{1/\gamma}[n]$.

If $E_c^\lambda=\lambda^2E_2+\lambda^3E_3+\dots$, which assumes perturbation theory at fixed density about a nondegenerate Kohn–Sham state, then $E_c[n_\gamma]=E_2+E_3/\gamma+\dots$. The second-order term has zero slope, so $T_c=-E_c$ at that order and the integral in (7) starts at third order. At the other end, if $E_c^\lambda$ grows linearly at large $\lambda$, then $E_c[n_\gamma]\propto\gamma$ at low density, correlation scales like exchange, and $T_c/|E_c|\to0$. Hooke's atom at $\omega=\tfrac12$ has $T_c/|E_c|=0.79381/1.04791=0.76$. Since $T_s$ is the kinetic energy of a noninteracting ground state, it is the least kinetic energy at that density and $T_c\ge0$, so the right side of (7) is at least $E_c$; its sign is not fixed by this derivation.

## 7. Approximate functionals and the uniform gas

Equation (2) holds for any differentiable functional. For $G=\int f(n)\,d^3r$ with $f=n\varepsilon(n)$ and $v=f'$, substitution gives $G[n_\gamma]=\gamma^{-3}\int f(\gamma^3n)\,d^3u$, with slope

$$-3\int f+3\int nf'=3\int n\,(v-\varepsilon)\,d^3r. \tag{8}$$

LDA exchange has $\varepsilon_x=-\tfrac34(3n/\pi)^{1/3}$ and $v_x=\tfrac43\varepsilon_x$, so $3(v_x-\varepsilon_x)=\varepsilon_x$ and (4) holds. GGA exchange $\int n^{4/3}F_x(|\nabla n|/n^{4/3})$ also obeys it: $|\nabla n_\gamma|$ and $n_\gamma^{4/3}$ both carry $\gamma^4$, the argument of $F_x$ is invariant, and the integral scales as $\gamma^4\gamma^{-3}$. For an approximate $E_c$, (7) serves as the definition of its $T_c$. With $n=3/4\pi r_s^3$, $n\,d/dn=-\tfrac13r_s\,d/dr_s$, so $3(v_c-\varepsilon_c)=-r_s\varepsilon_c'$, and (6) with (8) gives the kinetic correlation energy per electron,

$$t_c=3v_c-4\varepsilon_c=-\frac{d(r_s\varepsilon_c)}{dr_s}.$$

At $r_s=1.0$ Å, $\varepsilon_x=-6.597$ eV and $v_x=-8.797$ eV. The PW92 parametrization gives $\varepsilon_c=-1.2493$ eV and $v_c=-1.4348$ eV, so $t_c=-4.3044+4.9972=0.693$ eV, the value also found by differencing $r_s\varepsilon_c$.

In the uniform gas $\nabla v_x=0$ while $\varepsilon_x\ne0$, so (4) cannot be applied to the bulk alone. For a local functional let $\pi=nv-f$; then $\nabla\pi=n\nabla v+v\nabla n-f'\nabla n=n\nabla v$. In a large sphere of radius $R_0$ and volume $\mathcal V$ with a thin edge, $-\int\mathbf r\cdot\nabla\pi$ comes wholly from the edge, where $\pi$ falls from its bulk value $\pi_{\rm bulk}$ to zero (the factor $4\pi r^2$ below is the area of a sphere): $-\int r\,\pi'(r)\,4\pi r^2dr\approx R_0\cdot A\,\pi_{\rm bulk}=3\mathcal V\,\pi_{\rm bulk}$, with $A$ the area and $R_0A=3\mathcal V$. This agrees with (8). The weight $\mathbf r$ makes the edge contribution extensive, so (4) and (7) do not hold cell by cell in an extended system. Neither does the middle form of (2), which for exchange in the uniform gas gives $3nv_x=4n\varepsilon_x$ per volume in place of $n\varepsilon_x$. For a local functional the form (8), which has no weight $\mathbf r$, can be used in a cell.

On the exact density of Hooke's atom, with the GGA potential $v=\partial f/\partial n-\nabla\cdot(\partial f/\partial\nabla n)$ evaluated by spline differentiation, the values in eV are:

| | $E_x$ | (4), right | $E_c$ | (7), right | $T_c$ |
|---|---|---|---|---|---|
| exact | −14.017 | −14.017 | −1.048 | −0.254 | 0.794 |
| LDA (PW92) | −12.000 | −12.000 | −2.345 | −1.071 | 1.274 |
| PBE | −13.419 | −13.419 | −1.398 | −0.431 | 0.967 |

Both approximations satisfy (4) although $|E_x|$ is too small by 14% (LDA) and 4% (PBE) of the exact value: the relation ties a potential to its own energy and says nothing of accuracy. Their $T_c$, for example $-0.431+1.398=0.967$ eV for PBE, exceeds the exact one by about 60% (LDA) and 22% (PBE) of the exact value.

## 8. The origin of coordinates

Scaling about a point $\mathbf R_0$ replaces $\mathbf r$ by $\mathbf r-\mathbf R_0$ in (2):

$$I(\mathbf R_0)=\int g\,[3n+(\mathbf r-\mathbf R_0)\cdot\nabla n]=I(0)-\mathbf R_0\cdot\!\int g\,\nabla n .$$

If $G$ is unchanged by the translation $n(\mathbf r)\to n(\mathbf r-\mathbf a)$, the chain rule gives $0=\partial G/\partial\mathbf a|_0=-\int g\nabla n=\int n\nabla g$. This is the zero-force condition; $E_x$ and $E_c$ are translation invariant because $\hat T$ and $\hat W$ are, so (4) and (7) hold about any origin. A density with a centre of inversion, spherical or not, has zero force for any potential that shares that symmetry, because the potential is even and $\nabla n$ is odd about the centre. A test of the condition therefore needs a density without an inversion centre, such as the one below.

Take two normalized Gaussians $\propto e^{-r^2/w^2}$, with 3 electrons and $w=0.4$ Å at $z=0$, and 1 electron and $w=0.7$ Å at $z=1.0$ Å, integrated by Gauss–Legendre quadrature in cylindrical coordinates. LDA gives $E_x=-49.344$ eV and $I=-49.344$ eV for the origin at either centre. The exchange part of the LB94 model potential is

$$v=v_x^{\rm LDA}-\frac{b\,n_\sigma^{1/3}\xi^2}{1+3b\,\xi\,\mathrm{arsinh}\,\xi},\qquad n_\sigma=\frac n2,\quad \xi=\frac{|\nabla n_\sigma|}{n_\sigma^{4/3}},\quad b=0.05 .$$

It gives $\int v\,\partial_zn=-9.196$ eV/Å, $I(0)=-32.285$ eV and $I(1\text{ Å})=-32.285+9.196=-23.089$ eV. The nonzero force shows that this potential is not the derivative of any translation-invariant functional, and an energy assigned to it through (4) depends on where the origin is put.
